# Why the direct RPA basis-set tail is twice that of MP2: a program that tests the result

```python
"""Basis-set tails of direct RPA and MP2 in a uniform electron gas.

Result under test: with plane-wave orbitals |k| <= kc, the missing energy per
electron of an unpolarised gas is -(4/3) n/kc^3 in direct RPA and half of that
in MP2 (hartree atomic units, n = density), because exchange cancels the
leading like-spin amplitudes in MP2 but is absent from direct RPA.
Wavevectors are integer triples times g = 2 pi / L; L is the box side.
v0 is the Coulomb matrix element for an integer transfer of length one.
"""
import numpy as np
from scipy import constants as sc

EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10   # angstrom
box = 5.0                                               # angstrom
L = box / BOHR
g = 2 * np.pi / L
v0 = 4 * np.pi / (L**3 * g**2)
occ = np.array([[0, 0, 0], [1, 0, 0], [-1, 0, 0], [0, 1, 0],
                [0, -1, 0], [0, 0, 1], [0, 0, -1]])
N = 2 * len(occ)
density = N / L**3

side = 26
width = 2 * side + 1
axis = np.arange(-side, side + 1)
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
k2 = (grid**2).sum(1)


def index(k):
    return ((k[..., 0] + side) * width + k[..., 1] + side) * width + k[..., 2] + side


def orbital_energies(with_exchange):
    e = 0.5 * g**2 * k2
    if with_exchange:
        for j in occ:
            d2 = ((grid - j)**2).sum(1)
            e = e - v0 * np.where(d2 > 0, 1.0 / np.maximum(d2, 1), 0.0)
    return e


def second_order_sums(e):
    """Direct and exchange sums, cumulative in orbital cutoff squared and in
    |a-b|^2, where a and b are the two final wavevectors."""
    out = np.zeros((4, 4000))
    ia = np.flatnonzero((k2 > 1) & (k2 <= 24**2))
    for i in occ:
        for j in occ:
            a = grid[ia]
            b = i + j - a
            ib = index(b)
            ok = k2[ib] > 1
            a, b, ja, jb = a[ok], b[ok], ia[ok], ib[ok]
            q2 = ((a - i)**2).sum(1)
            x2 = ((a - j)**2).sum(1)
            gap = e[ja] + e[jb] - e[index(i)] - e[index(j)]
            direct = v0**2 / (q2.astype(float)**2 * gap)
            exchange = v0**2 / (q2.astype(float) * x2 * gap)
            cut = np.maximum(k2[ja], k2[jb])
            rel = ((a - b)**2).sum(1)
            for row, (key, val) in enumerate([(cut, direct), (cut, exchange),
                                              (rel, direct), (rel, exchange)]):
                out[row] += np.bincount(key, weights=val, minlength=4000)
    return np.cumsum(out, axis=1)


def rpa_energy(R, e, spins=2, strength=1.0):
    """Total direct-RPA correlation energy from the RPA eigenfrequencies."""
    q = grid[(k2 > 0) & (k2 <= (R + 1)**2)]
    v = strength * v0 / (q**2).sum(1)
    target = index(q[:, None, :] + occ[None, :, :])
    open_ = (k2[target] > 1) & (k2[target] <= R**2)
    gap = np.where(open_, e[target] - e[index(occ)], 1.0)
    w = np.sqrt(gap) * open_
    mat = 2 * spins * v[:, None, None] * w[:, :, None] * w[:, None, :]
    mat[:, np.arange(7), np.arange(7)] += gap**2
    freq = np.sqrt(np.linalg.eigvalsh(mat))
    return 0.5 * np.sum((freq - gap).sum(1) - spins * v * open_.sum(1))


def rpa_amplitudes(q, e):
    """Spin-orbital RPA amplitudes Y X^-1 for one transfer q, complete basis.
    Rows: i -> i+q; columns: -j labels j -> j-q. First 7 up, last 7 down."""
    v = v0 / (q**2).sum()
    gap = np.tile(e[index(q + occ)] - e[index(occ)], 2)
    root = np.sqrt(gap)
    freq2, z = np.linalg.eigh(np.diag(gap**2) + 2 * v * np.outer(root, root))
    f = freq2**0.25
    plus = root[:, None] * z / f
    minus = z * f / root[:, None]
    t = (plus - minus) @ np.linalg.inv(plus + minus)
    return t, v, gap


e_hf = orbital_energies(True)
sums = second_order_sums(e_hf)
radii = [6, 8, 12, 16, 24]
M = np.array([(k2 <= R**2).sum() for R in radii])
r_eff = (3 * M / (4 * np.pi))**(1 / 3)
d = np.array([sums[0, R**2] for R in radii])
x = np.array([sums[1, R**2] for R in radii])
E_dir, E_mp2 = -2 * d / N, (-2 * d + x) / N
E_rpa = np.array([rpa_energy(R, e_hf) for R in radii]) / N

# The second-order part of RPA is the direct MP2 sum (even part in coupling).
lam = 3e-3
quad = (rpa_energy(6, e_hf, 2, lam) + rpa_energy(6, e_hf, 2, -lam)) / (2 * lam**2 * N)
assert abs(quad / E_dir[0] - 1) < 1e-3

# Increments between successive bases, and between radii 12 and 24.
inc_rpa, inc_mp2, inc_dir = np.diff(E_rpa), np.diff(E_mp2), np.diff(E_dir)
ratio = inc_rpa / inc_mp2
assert np.all(np.diff(np.abs(ratio - 2)) < 0) and abs(ratio[-1] - 2) < 0.04
big_rpa, big_mp2, big_dir = (E[4] - E[2] for E in (E_rpa, E_mp2, E_dir))
assert abs(big_rpa / big_mp2 - 2) < 0.04
ring_fraction = big_rpa / big_dir - 1
assert abs(ring_fraction) < 2e-3 and abs(E_rpa[4] / E_dir[4] - 1) > 0.02

# Absolute size of the tail, with and without the orbital-cutoff edge factor.
mean_sum = np.mean(np.linalg.norm(occ[:, None] + occ[None], axis=-1))
lead = 4 / 3 * N / (8 * np.pi**3 * r_eff**3)
edge = lead * (1 + 0.75 * mean_sum / r_eff)
pred_lead, pred_edge = lead[4] - lead[2], edge[4] - edge[2]
# Terms of relative order (k/kc)^2 are omitted from the law.
assert abs(big_rpa / pred_edge - 1) < 6 / 12**2
assert abs(big_rpa / pred_edge - 1) < abs(big_rpa / pred_lead - 1)

# Opposite- and like-spin tails in a window of relative momentum 12..22.
P1, P2 = 12, 22
win = sums[2:, 4 * P2**2] - sums[2:, 4 * P1**2]
opp, like = -win[0] / N, -(win[0] - win[1]) / N
d2_mean = np.mean(((occ[:, None] - occ[None])**2).sum(-1))
unit = N / (8 * np.pi**3)
opp_law = -2 / 3 * unit * (P1**-3.0 - P2**-3.0)
like_law = -4 / 15 * unit * d2_mean * (P1**-5.0 - P2**-5.0)
# Shell-counting noise on the discrete lattice is one to two per cent here.
assert abs(opp / opp_law - 1) < 0.04
assert abs(like / like_law - 1) < 0.06

# Hartree-Fock shifts of the gaps do not matter for the tail.
bare = second_order_sums(orbital_energies(False))
bare_inc = (-2 * (bare[0, 576] - bare[0, 144]) + bare[1, 576] - bare[1, 144]) / N
shift_effect = bare_inc / big_mp2 - 1
assert abs(shift_effect) < 0.01

# Amplitudes for i=(1,0,0), j=(0,1,0), transfer q along x.
i, j, col = occ[1], occ[3], 4
amps = []
for m in (6, 12, 24):
    q = np.array([m, 0, 0])
    t, v, gap = rpa_amplitudes(q, e_hf)
    a, b = i + q, j - q
    pair_gap = e_hf[index(a)] + e_hf[index(b)] - e_hf[index(i)] - e_hf[index(j)]
    v_ex = v0 / ((a - j)**2).sum()
    amps.append([t[1, col], t[1, 7 + col], -v / pair_gap, -(v - v_ex) / pair_gap])
    if m == 12:
        E_q = 0.5 * v * t.sum()
        E_q2 = -0.5 * v**2 * np.sum(1 / (gap[:, None] + gap[None, :]))
        wq, wp2 = 0.5 * (g * m)**2, 4 * np.pi * density
        mode = 0.5 * (np.sqrt(wq**2 + wp2) - wq - wp2 / (2 * wq))
        ring_q, ring_law = 1 - E_q / E_q2, wp2 / (2 * wq**2)
amps = np.array(amps)
slope = np.log2(np.abs(amps[1] / amps[2]))
assert np.allclose(amps[:, 0], amps[:, 1], rtol=1e-6)
assert abs(amps[2, 0] / amps[2, 2] - 1) < 1e-3
assert np.all(np.abs(slope - [4, 4, 4, 5]) < 0.2)
assert abs(E_q / mode - 1) < 0.03
assert abs(ring_q / ring_law - 1) < 0.05

# Fully polarised gas: seven like-spin electrons in the same box.
pol_rpa = np.array([rpa_energy(R, e_hf, spins=1) for R in radii])
pol_mp2 = -0.5 * (d - x)
pol_ratio = np.diff(pol_rpa) / np.diff(pol_mp2)
assert np.all(np.diff(pol_ratio) > 0) and pol_ratio[-1] > 50

print(f"electrons {N}, box side {box:.1f} angstrom")
print(f"density {density / BOHR**3:.4f} angstrom^-3 = {density:.5f} bohr^-3")
print(f"wavevector unit g = {g / BOHR:.4f} angstrom^-1")
print("Correlation energies per electron, eV")
print("kc/g  kc(1/angstrom)  M  direct 2nd order  RPA  MP2")
for n, R in enumerate(radii):
    print(f"{R:3d} {R * g / BOHR:8.3f} {M[n]:6d} {E_dir[n] * EV:11.6f}"
          f" {E_rpa[n] * EV:11.6f} {E_mp2[n] * EV:11.6f}")
print("Increments per electron, eV: kc/g from, to, RPA, MP2, RPA/MP2")
for n in range(4):
    print(f"{radii[n]:3d} {radii[n + 1]:3d} {inc_rpa[n] * EV:12.7f}"
          f" {inc_mp2[n] * EV:12.7f} {ratio[n]:8.4f}")
print("Increment kc/g = 12 to 24, per electron")
print(f"RPA {big_rpa * EV:.7f} eV, MP2 {big_mp2 * EV:.7f} eV")
print(f"ratio RPA/MP2 {big_rpa / big_mp2:.4f}")
print(f"RPA law, leading term only {pred_lead * EV:.7f} eV")
print(f"RPA law with edge factor {pred_edge * EV:.7f} eV")
print(f"mean |ki+kj|/g {mean_sum:.4f}, mean |ki-kj|^2/g^2 {d2_mean:.4f}")
print(f"higher-ring relative change of increment {ring_fraction:.2e}")
print(f"MP2 increment change without HF shifts {100 * shift_effect:.3f} %")
print(f"Relative-momentum window {P1} to {P2} g, eV per electron")
print(f"opposite spin: sum {opp * EV:.4e}, law {opp_law * EV:.4e}")
print(f"like spin: sum {like * EV:.4e}, law {like_law * EV:.4e}")
print("Amplitudes (dimensionless), i=(1,0,0), j=(0,1,0), q along x")
print("q/g  RPA like  RPA opposite  MP2 opposite  MP2 like")
for m, row in zip((6, 12, 24), amps):
    print(f"{m:3d} " + " ".join(f"{val:12.4e}" for val in row))
print("decay exponents, q/g 12 to 24: " + " ".join(f"{s:.3f}" for s in slope))
print(f"one channel q/g = 12: RPA {E_q * EV:.4e} eV, oscillator {mode * EV:.4e} eV")
print(f"higher-ring reduction there {ring_q:.3e}, law {ring_law:.3e}")
print("fully polarised, 7 electrons, RPA/MP2 increment ratios:")
print(" ".join(f"{r:.1f}" for r in pol_ratio))
print("OK")
```

It prints:

```
electrons 14, box side 5.0 angstrom
density 0.1120 angstrom^-3 = 0.01660 bohr^-3
wavevector unit g = 1.2566 angstrom^-1
Correlation energies per electron, eV
kc/g  kc(1/angstrom)  M  direct 2nd order  RPA  MP2
  6    7.540    925   -1.990165   -1.205988   -1.327309
  8   10.053   2109   -1.996671   -1.212482   -1.330647
 12   15.080   7153   -2.000008   -1.215819   -1.332338
 16   20.106  17077   -2.000777   -1.216588   -1.332725
 24   30.159  57777   -2.001156   -1.216967   -1.332915
Increments per electron, eV: kc/g from, to, RPA, MP2, RPA/MP2
  6   8   -0.0064947   -0.0033374   1.9460
  8  12   -0.0033362   -0.0016914   1.9724
 12  16   -0.0007690   -0.0003870   1.9872
 16  24   -0.0003791   -0.0001902   1.9933
Increment kc/g = 12 to 24, per electron
RPA -0.0011481 eV, MP2 -0.0005772 eV
ratio RPA/MP2 1.9892
RPA law, leading term only -0.0010507 eV
RPA law with edge factor -0.0011342 eV
mean |ki+kj|/g 1.1825, mean |ki-kj|^2/g^2 1.7143
higher-ring relative change of increment -6.19e-05
MP2 increment change without HF shifts 0.268 %
Relative-momentum window 12 to 22 g, eV per electron
opposite spin: sum -4.9970e-04, law -4.9636e-04
like spin: sum -2.7055e-06, law -2.6853e-06
Amplitudes (dimensionless), i=(1,0,0), j=(0,1,0), q along x
q/g  RPA like  RPA opposite  MP2 opposite  MP2 like
  6  -4.9753e-05  -4.9753e-05  -4.9828e-05  -1.3952e-05
 12  -3.3804e-06  -3.3804e-06  -3.3808e-06  -5.1706e-07
 24  -2.2026e-07  -2.2026e-07  -2.2026e-07  -1.7592e-08
decay exponents, q/g 12 to 24: 3.940 3.940 3.940 4.877
one channel q/g = 12: RPA -2.2923e-06 eV, oscillator -2.2918e-06 eV
higher-ring reduction there 1.031e-04, law 1.029e-04
fully polarised, 7 electrons, RPA/MP2 increment ratios:
38.4 73.8 156.9 300.2
OK
```
